# Choosing the surface term in Ewald sums for magnetic dipole energies: test program

```python
"""
Ewald sum for identical point dipoles on cubic Bravais lattices.

Result under test: the lattice sum A_ab(q) = sum_{R != 0} T_ab(R) cos(q.R),
with T_ab(r) = delta_ab/r^3 - 3 r_a r_b/r^5, equals a short-range sum plus a
reciprocal sum minus a self term. At q = 0 the G = 0 term is 4 pi N_ab / v,
with N the demagnetizing tensor of the ellipsoidal sample and v the primitive
cell volume. The lowest eigenvalue of A(q) then selects ferromagnetism (without
demagnetizing field) in fcc and bcc, and columnar antiferromagnetism in sc.

Units: length a (cube edge), energy per dipole u in mu0 m^2 / (4 pi a^3).
A single mode with eigenvalue lambda of A has u = lambda / 2.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erfc, k0, zeta

PI = np.pi
BASIS = {
    "sc": np.array([[0, 0, 0]], float),
    "bcc": np.array([[0, 0, 0], [.5, .5, .5]]),
    "fcc": np.array([[0, 0, 0], [.5, .5, 0], [.5, 0, .5], [0, .5, .5]]),
}
VOLUME = {name: 1.0 / len(basis) for name, basis in BASIS.items()}


def sites(lattice, half):
    """Lattice sites in a box of cubic cells from -half to +half per axis."""
    axes = [np.arange(-h, h + 1) for h in half]
    cells = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)
    return (cells[:, None, :] + BASIS[lattice][None]).reshape(-1, 3)


def dipole_tensor(d):
    """Bare dipole tensor; the entry at zero separation is set to zero."""
    r2 = np.sum(d * d, axis=-1)
    r2 = np.where(r2 == 0, np.inf, r2)
    return (np.eye(3) * (r2 ** -1.5)[..., None, None]
            - 3 * d[..., :, None] * d[..., None, :]
            * (r2 ** -2.5)[..., None, None])


def reciprocal(lattice):
    h = np.array(list(itertools.product(range(-5, 6), repeat=3)))
    if lattice == "bcc":
        h = h[h.sum(axis=1) % 2 == 0]
    if lattice == "fcc":
        parity = h % 2
        h = h[(parity[:, 0] == parity[:, 1]) & (parity[:, 1] == parity[:, 2])]
    return 2 * PI * h


def ewald(lattice, q, alpha=2.0, demag=None):
    """A(q) for an array of wavevectors; demag is needed only at q = 0."""
    q = np.atleast_2d(np.asarray(q, float))
    v = VOLUME[lattice]
    R = sites(lattice, (3, 3, 3))
    R = R[np.sum(R * R, axis=1) > 0]
    r = np.linalg.norm(R, axis=1)
    gauss = 2 * alpha / np.sqrt(PI) * np.exp(-(alpha * r) ** 2)
    B = erfc(alpha * r) / r**3 + gauss / r**2
    C = 3 * erfc(alpha * r) / r**5 + gauss * (2 * alpha**2 + 3 / r**2) / r**2
    short = (np.eye(3) * B[:, None, None]
             - R[:, :, None] * R[:, None, :] * C[:, None, None])
    total = (np.cos(q @ R.T) @ short.reshape(-1, 9)).reshape(-1, 3, 3)
    k = q[:, None, :] + reciprocal(lattice)[None]
    k2 = np.sum(k * k, axis=2)
    zero = k2 < 1e-12
    weight = np.where(zero, 0.0, np.exp(-k2 / (4 * alpha**2))
                      / np.where(zero, 1.0, k2))
    total += 4 * PI / v * np.einsum("qg,qga,qgb->qab", weight, k, k)
    if zero.any():
        assert demag is not None, "q = 0 needs a sample shape"
        total[zero.any(axis=1)] += 4 * PI / v * np.asarray(demag)
    return total - 4 * alpha**3 / (3 * np.sqrt(PI)) * np.eye(3)


def lowest(lattice, q):
    return np.linalg.eigvalsh(ewald(lattice, q))[:, 0]


def demag_z(kappa):
    """Axial demagnetizing factor, kappa = polar / equatorial semi-axis."""
    return quad(lambda m: m * m / (m * m + kappa**2 * (1 - m * m)), 0, 1)[0]


def chain_pair(rho, shift):
    """Parallel-chain contribution to A_zz at distance rho, axial shift."""
    l = np.arange(1, 16)
    return 16 * PI**2 * np.sum(l**2 * k0(2 * PI * l * rho)
                               * np.cos(2 * PI * l * shift))


def chain_sum(lattice, staggered=False):
    total = -4 * zeta(3)
    for i, j in itertools.product(range(-5, 6), repeat=2):
        for b in BASIS[lattice]:
            rho = np.hypot(i + b[0], j + b[1])
            if rho > 0:
                sign = (-1) ** (i + j) if staggered else 1
                total += sign * chain_pair(rho, b[2])
    return total


def window_terms(lattice, width=6.0):
    """Direct-sum terms with a smooth window, flat to fourth order in R."""
    R = sites(lattice, (36, 36, 36))
    R = R[np.sum(R * R, axis=1) <= 36.0**2]
    s = np.sum(R * R, axis=1) / (2 * width**2)
    return R, dipole_tensor(R), (1 + s) * np.exp(-s)


def stripe_energy(lattice, planes):
    """Bulk u of up/down stripes along z, each 'planes' (100) planes thick."""
    n = np.arange(2 * planes)
    c = np.fft.fft(np.where(n < planes, 1.0, -1.0)) / (2 * planes)
    f = np.fft.fftfreq(2 * planes)
    keep = np.abs(c) > 1e-12
    q = np.zeros((keep.sum(), 3))
    q[:, 0] = 4 * PI * f[keep]
    return 0.5 * np.sum(np.abs(c[keep])**2 * ewald(lattice, q)[:, 2, 2])


# Ewald tensor against windowed direct sums, and independence of alpha
q_test = np.array([1.9, 2.6, 0.8])
print("Ewald minus direct sum, largest element, q a = (1.9, 2.6, 0.8)")
for name in BASIS:
    R, T, w = window_terms(name)
    direct = np.einsum("n,nab->ab", w * np.cos(R @ q_test), T)
    error = np.max(np.abs(direct - ewald(name, q_test)[0]))
    assert error < 5e-3
    print(f"  {name}: {error:.1e}")
    assert np.allclose(ewald(name, q_test), ewald(name, q_test, 2.4),
                       atol=1e-9)
    if name == "sc":
        # A mixed member of the degenerate sc family, summed in real space
        x, y, z = np.rint(R).astype(int).T
        signs = np.stack([1 - 2 * ((y + z) % 2), 1 - 2 * ((x + z) % 2),
                          1 - 2 * ((x + y) % 2)], axis=1)
        m0 = np.array([1.0, 2.0, 2.0]) / 3
        u_mixed = 0.5 * m0 @ np.einsum("n,nab,nb->a", w, T, signs * m0)
    del R, T, w

# Shape term against direct sums over finite ellipsoids
print("Demagnetizing factor N_z: formula; direct sc, bcc, fcc")
cases = [("prolate 3:1, centre", 24, 72, (0, 0, 0)),
         ("prolate 3:1, off-centre", 24, 72, (6, 0, 18)),
         ("oblate 1:3, centre", 48, 16, (0, 0, 0))]
for label, equator, pole, origin in cases:
    N = demag_z(pole / equator)
    found = []
    for name in BASIS:
        P = sites(name, (equator + 1, equator + 1, pole + 1))
        inside = ((P[:, 0]**2 + P[:, 1]**2) / equator**2
                  + P[:, 2]**2 / pole**2) <= 1
        d = P[inside] - np.array(origin)
        r2 = np.sum(d * d, axis=1)
        r2[r2 == 0] = np.inf
        direct = np.sum(r2**-1.5 - 3 * d[:, 2]**2 * r2**-2.5)
        tensor = np.diag([(1 - N) / 2, (1 - N) / 2, N])
        formula = ewald(name, [0, 0, 0], demag=tensor)[0, 2, 2]
        assert abs(formula - 4 * PI / VOLUME[name] * (N - 1 / 3)) < 1e-9
        assert abs(direct - formula) * VOLUME[name] / (4 * PI) < 0.01
        found.append(1 / 3 + VOLUME[name] * direct / (4 * PI))
    print(f"  {label}: {N:.4f}; " + ", ".join(f"{f:.4f}" for f in found))

# Search of the zone; the wedge covers all three Brillouin zones by symmetry
steps = 20
wedge = np.array([(i, j, k) for i in range(steps + 1)
                  for j in range(i + 1) for k in range(j + 1)]) / steps
directions = np.array([d for d in itertools.product(range(-2, 3), repeat=3)
                       if any(d)], float)
directions /= np.linalg.norm(directions, axis=1)[:, None]
eps = 0.05
M = np.array([PI, PI, 0.0])
needle = np.diag([0.5, 0.5, 0.0])
ground = {}
print("Ferromagnetic u: needle, sphere, thin plate normal to m")
for name in BASIS:
    shapes = [needle, np.eye(3) / 3, np.diag([0.0, 0.0, 1.0])]
    u = [0.5 * ewald(name, [0, 0, 0], demag=s)[0, 2, 2] for s in shapes]
    print(f"  {name}: {u[0]:.4f}, {abs(u[1]):.4f}, {u[2]:.4f}")
    assert abs(chain_sum(name) - 2 * u[0]) < 1e-8
    ground[name] = u[0]

print("Zone search: lowest u on mesh; least curvature of lambda at q=0 (a^2)")
for name in BASIS:
    G = reciprocal(name)
    q = 2 * PI * wedge
    distance2 = np.min(np.sum((q[:, None] - G[None])**2, axis=2), axis=1)
    allowed = distance2 > 1e-12
    q, fractions = q[allowed], wedge[allowed]
    lam = lowest(name, q)
    lam_ferro = 2 * ground[name]
    curvature = np.min((lowest(name, eps * directions) - lam_ferro) / eps**2)
    print(f"  {name}: {lam.min() / 2:.4f}; {curvature:.4f}")
    if name == "sc":
        assert curvature < 0
        ties = fractions[lam < lam.min() + 1e-9]
        for tie in ties:
            assert np.allclose(sorted(tie % 1), [0, 0.5, 0.5])
        values, vectors = np.linalg.eigh(ewald(name, M)[0])
        assert abs(values[0] - lam.min()) < 1e-9
        assert abs(abs(vectors[2, 0]) - 1) < 1e-9
        curvature_M = np.min((lowest(name, M + eps * directions)
                              - values[0]) / eps**2)
        assert curvature_M > 0
        assert abs(chain_sum(name, staggered=True) - values[0]) < 1e-8
        ground[name] = values[0] / 2
    else:
        assert curvature > 0 and lam.min() > lam_ferro
print(f"sc least curvature of lambda at (pi,pi,0) (a^2): {curvature_M:.4f}")
assert abs(u_mixed - ground["sc"]) < 3e-3
print(f"sc mixed state m0=(1,2,2)/3, direct u: {u_mixed:.4f}")

print("Competing orders, u of lowest mode")
for name, label, q in [("sc", "(pi,0,0)", (PI, 0, 0)),
                       ("bcc", "(pi,pi,0)", (PI, PI, 0)),
                       ("fcc", "(2pi,0,0)", (2 * PI, 0, 0)),
                       ("fcc", "(pi,pi,pi)", (PI, PI, PI))]:
    u = lowest(name, q)[0] / 2
    assert u > ground[name]
    print(f"  {name} {label}: {u:.4f}")

# Shape-free lower bound checked on finite open clusters
print("Finite open cluster: number of dipoles, lowest eigenvalue / 2")
for name, half in [("sc", 3), ("bcc", 2), ("fcc", 2)]:
    P = sites(name, (half,) * 3)
    matrix = dipole_tensor(P[:, None] - P[None]).transpose(0, 2, 1, 3)
    least = np.linalg.eigvalsh(matrix.reshape(3 * len(P), -1))[0]
    assert least / 2 > ground[name]
    print(f"  {name}: {len(P)}, {least / 2:.4f}")

# Chain picture: sign of the coupling between nearest parallel chains
print(f"Single chain, u: {-2 * zeta(3):.4f}")
print("Nearest chains: distance (a), shift (a), contribution to A_zz")
for name, rho, shift in [("sc", 1.0, 0.0), ("bcc", np.sqrt(0.5), 0.5),
                         ("fcc", 0.5, 0.5)]:
    z = np.arange(-2000, 2001) + shift
    r2 = rho**2 + z**2
    direct = np.sum(r2**-1.5 - 3 * z**2 * r2**-2.5)
    coupling = chain_pair(rho, shift)
    assert abs(direct - coupling) < 1e-5
    assert (coupling > 0) == (name == "sc")
    print(f"  {name}: {rho:.4f}, {shift:.1f}, {coupling:.4f}")

# Domains: bulk stripes approach the needle energy with excess 1/P
print("Bulk stripes of P planes, u: P, bcc, fcc")
for planes in (1, 2, 4, 8, 16):
    print(f"  {planes}: {stripe_energy('bcc', planes):.4f}, "
          f"{stripe_energy('fcc', planes):.4f}")
for name in ("bcc", "fcc"):
    excess = [p * (stripe_energy(name, p) - ground[name]) for p in (8, 16)]
    assert excess[0] > 0 and abs(excess[0] - excess[1]) < 1e-8
    print(f"  {name} excess times P: {excess[1]:.4f}")

# A finite fcc sphere: uniform state against stripes, by direct pair sums
P = sites("fcc", (6, 6, 6))
P = P[np.sum(P * P, axis=1) <= 25.0]
r2 = sum((P[:, None, a] - P[None, :, a])**2 for a in range(3))
np.fill_diagonal(r2, np.inf)
zz = r2**-1.5 - 3 * (P[:, None, 2] - P[None, :, 2])**2 * r2**-2.5
u_uniform = zz.sum() / (2 * len(P))
assert abs(u_uniform) < 1e-8
print(f"fcc sphere, radius 5 a, dipoles: {len(P)}")
print(f"  uniform u: {abs(u_uniform):.4f}")
striped = []
for planes in (2, 4, 6):
    block = np.floor((2 * P[:, 0] + planes / 2) / planes).astype(int)
    s = 1.0 - 2.0 * (block % 2)
    striped.append(s @ zz @ s / (2 * len(P)))
    print(f"  stripes of {planes} planes, u: {striped[-1]:.4f}")
assert min(striped) < u_uniform - 1
assert min(striped) > ground["fcc"]

# Worked example with round model parameters
moment_in_muB, edge_nm = 5.0, 0.5
muB = const.physical_constants["Bohr magneton"][0]
scale_mK = (const.mu_0 * (moment_in_muB * muB)**2
            / (4 * PI * (edge_nm * 1e-9)**3) / const.k * 1e3)
print(f"Model: m = {moment_in_muB:.1f} muB, a = {edge_nm:.1f} nm")
print(f"Energy unit / kB: {scale_mK:.2f} mK")
print("Ground state: u, energy per dipole / kB (mK)")
for name in BASIS:
    print(f"  {name}: {ground[name]:.4f}, {ground[name] * scale_mK:.1f}")
print("all assertions hold")
```

Running it gives:

```
Ewald minus direct sum, largest element, q a = (1.9, 2.6, 0.8)
  sc: 9.8e-05
  bcc: 2.3e-04
  fcc: 4.4e-04
Demagnetizing factor N_z: formula; direct sc, bcc, fcc
  prolate 3:1, centre: 0.1087; 0.1075, 0.1081, 0.1084
  prolate 3:1, off-centre: 0.1087; 0.1089, 0.1088, 0.1087
  oblate 1:3, centre: 0.6354; 0.6402, 0.6367, 0.6367
Ferromagnetic u: needle, sphere, thin plate normal to m
  sc: -2.0944, 0.0000, 4.1888
  bcc: -4.1888, 0.0000, 8.3776
  fcc: -8.3776, 0.0000, 16.7552
Zone search: lowest u on mesh; least curvature of lambda at q=0 (a^2)
  sc: -2.6768; -0.1648
  bcc: -4.1839; 0.0497
  fcc: -8.3723; 0.0529
sc least curvature of lambda at (pi,pi,0) (a^2): 0.1270
sc mixed state m0=(1,2,2)/3, direct u: -2.6767
Competing orders, u of lowest mode
  sc (pi,0,0): -2.4219
  bcc (pi,pi,0): -3.9718
  fcc (2pi,0,0): -4.3339
  fcc (pi,pi,pi): -7.2303
Finite open cluster: number of dipoles, lowest eigenvalue / 2
  sc: 343, -2.5489
  bcc: 250, -3.9446
  fcc: 500, -8.0716
Single chain, u: -2.4041
Nearest chains: distance (a), shift (a), contribution to A_zz
  sc: 1.0000, 0.0, 0.1455
  bcc: 0.7071, 0.5, -1.0411
  fcc: 0.5000, 0.5, -4.1242
Bulk stripes of P planes, u: P, bcc, fcc
  1: 0.0000, -4.3339
  2: -2.4219, -6.4197
  4: -3.2997, -7.3983
  8: -3.7442, -7.8879
  16: -3.9665, -8.1328
  bcc excess times P: 3.5565
  fcc excess times P: 3.9171
fcc sphere, radius 5 a, dipoles: 2123
  uniform u: 0.0000
  stripes of 2 planes, u: -5.5761
  stripes of 4 planes, u: -5.7787
  stripes of 6 planes, u: -5.2442
Model: m = 5.0 muB, a = 0.5 nm
Energy unit / kB: 124.59 mK
Ground state: u, energy per dipole / kB (mK)
  sc: -2.6768, -333.5
  bcc: -4.1888, -521.9
  fcc: -8.3776, -1043.8
all assertions hold
```
